\section*{Nephelauxetic ratios in octahedral complexes: the fourth-power rule and its limits, part 2}

The term spacings of a $d^n$ ion shrink in an octahedron of ligands. How does the ratio $\beta$ of a spacing to the same combination of free-ion repulsion integrals depend on the metal content of the orbitals, and can radial expansion be told from delocalisation? Formulas are in atomic units, energies in cm$^{-1}$. The orbitals are $xy,yz,xz$ ($t$) and $\theta=z^2$, $\epsilon=x^2-y^2$ ($e$). In the complex
\begin{equation}
\psi_i=c_i d_i-l_iL_i ,\qquad c_i,\,l_i>0,
\label{mo}
\end{equation}
with $L_i$ a normalised ligand combination and $S_i=\langle d_i|L_i\rangle>0$. At $S=0$, $c_i=\alpha_i$, $l_i=\lambda_i$, $\alpha_i^2+\lambda_i^2=1$.

The $d$ functions are $d_a=r^{-1}P(r)f_a(\mathbf n)/\sqrt{4\pi}$, $f_a=\sqrt{15/2}\;\mathbf n^TM_a\mathbf n$, with $M_{xy}=(\mathbf e_x\mathbf e_y^T+\mathbf e_y\mathbf e_x^T)/\sqrt2$ (likewise $yz,xz$), $M_\theta=\operatorname{diag}(-1,-1,2)/\sqrt6$, $M_\epsilon=\operatorname{diag}(1,-1,0)/\sqrt2$. Averaged over directions,
\begin{equation}
\langle f_af_bf_q\rangle=\frac{2\sqrt{30}}{7}\operatorname{tr}(N_{ab}M_q),\qquad N_{ab}=\tfrac12(M_aM_b+M_bM_a)-\tfrac13\delta_{ab}\mathbb 1 .
\label{cubic}
\end{equation}
$6N_{aa}$ is $\operatorname{diag}(1,1,-2)$ for $xy$ and $\epsilon$, $(1,-2,1)$ for $xz$, $(-2,1,1)$ for $yz$, $(-1,-1,2)$ for $\theta$; $N_{\theta\epsilon}=\operatorname{diag}(-1,1,0)/\sqrt{12}$.

With Slater integrals $F^k$, $(ab|cd)=\sum_kA^kF^k$, completeness reads $\langle f_af_bf_cf_d\rangle=A^0+5A^2+9A^4$, and
\begin{equation}
(ab|cd)=A\,\delta_{ab}\delta_{cd}+24\,T\,B+\Sigma\,C ,
\label{master}
\end{equation}
where $T=\operatorname{tr}(N_{ab}N_{cd})$, $\Sigma=\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}$, $A=F^0-49F^4/441$, $B=F^2/49-5F^4/441$, $C=35F^4/441$. For $J_{ab}=(aa|bb)$, $K_{ab}=(ab|ab)$,
\begin{align}
&K_{xz,yz}=3B+C, &&K_{\theta\epsilon}=4B+C, &&K_{xy,\theta}=4B+C,\nonumber\\
&K_{xy,\epsilon}=C, &&K_{xz,\theta}=K_{yz,\theta}=B+C, &&K_{xz,\epsilon}=K_{yz,\epsilon}=3B+C .
\label{exch}
\end{align}

The spacings are $\Delta_{tt}=3K_{xz,yz}$ ($d^3$, $t^3$), $\Delta_{te}=2[(J-K)_{xz,\theta}-(J-K)_{xz,\epsilon}]$ ($d^3$, $t^2e$) and $\Delta_{ee}=2K_{\theta\epsilon}$ ($d^8$, $t^6e^2$); for pure $d$ orbitals $9B+3C$, $12B$, $8B+2C$. Integrals are sorted by the number $n$ of ligand factors; the fourth-power rule keeps only $n=0$. At $S=0$
\begin{equation}
\beta_{55}=s\,\alpha_t^4,\qquad\beta_{35}=s\,\alpha_t^2\alpha_e^2,\qquad\beta_{33}=s\,\alpha_e^4 .
\label{rule}
\end{equation}
Here $P\propto r^3e^{-\zeta r}$ is normalised, $s=\zeta/\zeta_0$ multiplies every $F^k$, and the free ion has $\zeta_0=2.5$ bohr$^{-1}$. $F^k/\zeta=793/3072$, $2093/15360$, $91/1024$ for $k=0,2,4$.

\subsection*{The ligand terms at zero overlap}

The model ligand carries $2p$ Slater functions at distance $R$, with unscreened repulsion. With $\sigma_j$ the $p$ orbital on ligand $j$ pointing at the metal, and with overlaps between ligands neglected,
\begin{align}
L_\theta&=(2\sigma_z+2\sigma_{-z}-\sigma_x-\sigma_{-x}-\sigma_y-\sigma_{-y})/\sqrt{12},\nonumber\\
L_\epsilon&=(\sigma_x+\sigma_{-x}-\sigma_y-\sigma_{-y})/2,\nonumber\\
L_{xz}&=(p_x^{(z)}-p_x^{(-z)}+p_z^{(x)}-p_z^{(-x)})/2,
\end{align}
and $L_{yz}$ by $x\to y$. When functions on different centres do not overlap, $\psi_a\psi_b=\alpha_a\alpha_b\,d_ad_b+\lambda_a\lambda_b\,L_aL_b$, so only $n=0,2,4$ survive.

Two tools are needed. For $p$ orbitals on one site $f_a=\sqrt3\,n_a$, so $\langle f_af_bf_cf_d\rangle=\tfrac35\Sigma=A^0+5A^2$. With ligand Slater integrals $f_0,f_2$ this gives $U_p=f_0+\tfrac{4}{25}f_2$ for one orbital, and $J_p=f_0-\tfrac{2}{25}f_2$, $K_p=\tfrac{3}{25}f_2$ for two. For a unit point charge at $R\mathbf u$ outside the $d$ density, the interaction with $d_ad_b$ is $\delta_{ab}/R+p_2\langle r^2\rangle/R^3+p_4\langle r^4\rangle/R^5$ with $p_k=\langle f_af_bP_k(\mathbf n\cdot\mathbf u)\rangle$. Since $\sqrt5P_2$ is the $d$ function of the matrix $(3\mathbf u\mathbf u^T-\mathbb 1)/\sqrt6$, (\ref{cubic}) gives $p_2$, and completeness evaluated at $\mathbf u$ gives $p_4$:
\begin{equation}
p_2=\tfrac67\,\mathbf u^TN_{ab}\mathbf u,\qquad 9p_4=f_a(\mathbf u)f_b(\mathbf u)-\delta_{ab}-5p_2 .
\end{equation}
Define $q_2=\langle r^2\rangle/7R^3$, $q_4=\langle r^4\rangle/R^5$ and $g=1/24R-1/(6\sqrt2R)$.

For $tt$, $L_{xz}L_{yz}=\tfrac14p_xp_y$ on each of the sites $\pm z$. This density has no net charge, because $p_x$ and $p_y$ are orthogonal. Its self-repulsion is $2\cdot\tfrac1{16}K_p$; its interaction with the metal and with the other site is between quadrupoles, falls as $R^{-5}$ and is dropped:
\begin{equation}
\Delta_{tt}=\alpha_t^4(9B+3C)+\tfrac38\lambda_t^4K_p .
\label{ltt}
\end{equation}

For $ee$, $L_\theta L_\epsilon$ places net charges $-1/\sqrt{48}$ on $\pm x$ and $+1/\sqrt{48}$ on $\pm y$. Along $x$ the metal density $\theta\epsilon$ has $p_2=\tfrac67(-1/\sqrt{12})=-\sqrt3/7$ and $f_\theta f_\epsilon=-5\sqrt3/4$, so $9p_4=-5\sqrt3/4+5\sqrt3/7$ and $p_4=-5\sqrt3/84$; along $y$ the signs reverse. All four products are positive and $4/\sqrt{48}=1/\sqrt3$, so the metal--ligand integral is $X=q_2+5q_4/84$. The ligand--ligand integral has four on-site terms, four ordered trans pairs of equal sign at $2R$ and eight ordered cis pairs of opposite sign at $\sqrt2R$: $\tfrac1{48}[4U_p+2/R-8/\sqrt2R]=U_p/12+g$. Thus
\begin{equation}
\Delta_{ee}=\alpha_e^4(8B+2C)+4\alpha_e^2\lambda_e^2\big(q_2+\tfrac{5}{84}q_4\big)+2\lambda_e^4\big(\tfrac1{12}U_p+g\big).
\label{lee}
\end{equation}

For $te$, $L_{xz}^2$ puts $\tfrac14$ on $\pm x,\pm z$, and $L_\theta^2-L_\epsilon^2$ puts $+\tfrac13$ on $\pm z$ and $\tfrac1{12}-\tfrac14=-\tfrac16$ on $\pm x,\pm y$, a total of zero. The metal density $(xz)^2$ has $(p_2,p_4)=(\tfrac17,-\tfrac4{21})$ along $x$ and $z$ and $(-\tfrac27,\tfrac1{21})$ along $y$. Against the charges of $L_\theta^2-L_\epsilon^2$ this gives $2[\tfrac1{21}-\tfrac1{42}+\tfrac2{42}]=\tfrac17$ for $k=2$ and $2[-\tfrac4{63}+\tfrac4{126}-\tfrac1{126}]=-\tfrac5{63}$ for $k=4$. The metal density $\theta^2-\epsilon^2$ has $(\tfrac47,\tfrac5{21})$ along $z$ and $(-\tfrac27,-\tfrac5{42})$ along $x$; against $L_{xz}^2$ this gives $\tfrac12\cdot\tfrac27=\tfrac17$ and $\tfrac12\cdot\tfrac5{42}=\tfrac5{84}$. On the ligand sites, Coulomb and exchange carry the same weight $2\cdot\tfrac14\cdot\tfrac13-2\cdot\tfrac14\cdot\tfrac16=\tfrac1{12}$, multiplying $J_p-K_p=f_0-f_2/5$. Between sites, the potential of the other charges is $1/6R-2/(3\sqrt2R)$ at $z$ and $-1/12R+1/(3\sqrt2R)$ at $x$; half their sum is again $g$. The remaining exchange terms involve only neutral densities and fall as $R^{-5}$. So
\begin{align}
\Delta_{te}=12B\alpha_t^2\alpha_e^2&+2\alpha_t^2\lambda_e^2\big(q_2-\tfrac5{63}q_4\big)+2\lambda_t^2\alpha_e^2\big(q_2+\tfrac5{84}q_4\big)\nonumber\\
&+2\lambda_t^2\lambda_e^2\big[\tfrac1{12}(f_0-\tfrac15f_2)+g\big].
\label{lte}
\end{align}
The $q_4$ terms are of the same order $R^{-5}$ as the neglected interaction of ligand quadrupoles with metal quadrupoles, so the metal--ligand terms are complete only through $R^{-3}$. At order $R^{-3}$ the quadrupoles of the $\sigma_j^2$ densities also face the monopole of $(xz)^2$, but each lies along its own bond, so these terms add in proportion to the total charge of $L_\theta^2-L_\epsilon^2$, which is zero. The term $g$ treats the sites as point charges. A charge on one site also interacts with the quadrupole of a $p^2$ density on another at order $R^{-3}$; this is dropped, so the ligand--ligand terms of (\ref{lee}) and (\ref{lte}) are complete only through $R^{-1}$.

The metal--ligand terms are of order $\lambda^2$, the same order as the reduction $1-\alpha^4\approx2\lambda^2$. For $ee$ at small $\lambda$ the reduction is $4\lambda_e^2K_{\theta\epsilon}$ and the restoring term is $4\lambda_e^2X$, so at zero overlap the rule needs $X\ll K_{\theta\epsilon}$, a condition on the size of the $d$ function relative to $R$ that weak mixing does not relax. The ligand--ligand terms are of order $\lambda^4$, and their on-site parts do not vanish as $R\to\infty$ at fixed $\lambda$. For $tt$ the on-site part multiplies only the small exchange integral $K_p$, but for $te$ and $ee$ it contains the ligand monopole $f_0$. Only for $tt$ are both the $R^{-3}$ term and the $f_0$ term absent.

\subsection*{Overlap: which coefficient is the metal coefficient}

With $S\ne0$, normalisation reads $c^2+l^2-2clS=1$, and $c^2$ is no longer a probability. A probability is defined by L\"owdin orthogonalisation in each $(d,L)$ pair, $\psi=\alpha\tilde d-\lambda\tilde L$. The overlap matrix has eigenvalues $1\pm S$ on $(1,\pm1)/\sqrt2$, so its inverse square root has diagonal $a$ and off-diagonal $-b$, with
\begin{equation}
a,\,b=\tfrac12\big[(1-S)^{-1/2}\pm(1+S)^{-1/2}\big],\qquad c=\alpha a+\lambda b,\qquad l=\alpha b+\lambda a .
\label{low}
\end{equation}
Since $a>1$ and $b>0$, $c>\alpha$. The exact $n=0$ term carries $c^4$, not $\alpha^4$. The $n=1$ part of an exchange integral is $-2c^3l\,[(ab|aL_b)+(ab|L_ab)]$. Near the metal $L_b$ has the sign pattern of $d_b$, because $S>0$, so the bracket is expected to be positive and the term negative; the program asserts the negative sign for $tt$ and $ee$ at the one geometry studied.

\subsection*{Why the radial function expands}

The average repulsion of a $d$ pair is the mean over the $45$ pairs of spin orbitals: five pairs in one orbital contribute $J_{aa}$, and each of the ten orbital pairs contributes $4J-2K$ (four spin combinations, two of them parallel). The listed $N_{aa}$ sum to zero, so $\sum_{b\ne a}24T=-4$ and $\sum_{a<b}J=10A-10B+10C$. From (\ref{exch}), $\sum_{a<b}K=(9+12+4)B+10C$. The total is $45A+(20-40-50)B+(15+40-20)C$, and the mean is
\begin{equation}
A-\tfrac{14}9B+\tfrac79C=F^0-\tfrac{14}{441}F^2+\tfrac{-49+35}{441}F^4=F^0-\tfrac2{63}(F^2+F^4)\equiv\kappa\zeta .
\end{equation}
Numerically $\kappa=0.25814-\tfrac2{63}(0.13626+0.08887)=0.2510$ hartree\,bohr. For the Slater function $P''/P=6/r^2-6\zeta/r+\zeta^2$ and $\langle r^{-1}\rangle=\zeta/3$, so the kinetic energy $\langle-P''/2P+3/r^2\rangle$ is $\zeta^2-\zeta^2/2=\zeta^2/2$. For $n$ electrons outside a core of fixed effective charge $Z^*$,
\begin{equation}
E=n\Big(\frac{\zeta^2}2-\frac{Z^*\zeta}3\Big)+\frac{n(n-1)}2\kappa\zeta,\qquad\frac{dE}{d\zeta}=0\ \Rightarrow\ \zeta=\frac{Z^*}3-\frac{(n-1)\kappa}2 .
\label{zeta}
\end{equation}
Each added electron lowers $\zeta$ by $\kappa/2=0.1255$ bohr$^{-1}$.

The $d$ population rises although the antibonding electrons leave the metal, because the bonding partners $\lambda\tilde d+\alpha\tilde L$ are full. The L\"owdin population is $n_t\alpha_t^2+6\lambda_t^2+n_e\alpha_e^2+4\lambda_e^2$, so
\begin{equation}
\delta n=(6-n_t)\lambda_t^2+(4-n_e)\lambda_e^2 .
\end{equation}
Both parts of the reduction thus come from the same mixing, but $s$ depends on the number of holes and on both $\lambda$, while each $\alpha$ belongs to one symmetry. Using (\ref{zeta}) at fractional $n$ is an interpolation, and the model omits donation into metal $s$ and $p$ orbitals and the potential of the ligands. It gives the sign of $1-s$ but not a reliable size: here one added electron ($n=3\to4$) lowers $B$ and $C$ by $5\%$, whereas a spherically averaged restricted Hartree--Fock treatment of chromium lowers the sum of the $d$ exchange integrals by about $11\%$ from $d^3$ (Cr$^{3+}$) to $d^4$ (Cr$^{2+}$); the figure is $10.5$--$10.7\%$ for the configuration average and $11.3$--$11.4\%$ for fractional occupation, in def2-TZVP and def2-QZVP bases. The value of $s$ used below is a model input, not a prediction for a compound.

\subsection*{What can be separated}

The three ratios (\ref{rule}) are unchanged when $s\to\mu s$ and $\alpha_{t,e}^2\to\alpha_{t,e}^2/\sqrt\mu$. Repulsion spacings therefore determine $\alpha_e^2/\alpha_t^2=\sqrt{\beta_{33}/\beta_{55}}$, from which $s$ drops out if it is common to both spacings (within $d^3$ the ratio $\beta_{35}/\beta_{55}$ gives the same quantity), and the product $s\alpha_t^4$, but not $s$ alone. The ratio $C/B$ gives no help, since uniform scaling multiplies both by $s$.

A one-electron quantity that scales as $\alpha^2s^p$ is multiplied by $\mu^{p-1/2}$, so it breaks the symmetry for any $p\ne\tfrac12$. The metal part of $\langle r^{-3}\rangle$, which governs the dipolar hyperfine coupling and, for a fixed effective charge, the spin--orbit coupling, has two orbital factors and scales as an inverse volume. Its ratio to the free-ion value is $\gamma_t=\alpha_t^2s^3$. Then $\gamma_t^2=\alpha_t^4s^6=\beta_{55}s^5$, and
\begin{equation}
s=\Big(\frac{\gamma_t^2}{\beta_{55}}\Big)^{1/5},\qquad\alpha_t^2=\Big(\frac{\beta_{55}}s\Big)^{1/2}.
\label{inv}
\end{equation}
This inversion assumes metal-only terms, $S=0$ and uniform scaling. If the radial function instead keeps its inner shape with weight $w$ and moves weight $1-w$ into a very diffuse tail that neither overlaps the inner part nor contributes to $F^2$, $F^4$, $\langle r^{-3}\rangle$, then $\beta=w^2$ and $\gamma=w$, and (\ref{inv}) returns $s=1$, $\alpha^2=w$. In that limit a tail on the metal and amplitude on the ligands are indistinguishable to these two observables. Real $3d$ functions expand mainly in their outer part and are far from uniform scaling. For the spherically averaged Hartree--Fock ions Cr$^{3+}\to$Cr$^{2+}$, with no ligand, $9B+3C$ falls to $0.89$ of its value, but $\langle r^{-3}\rangle$ falls only to $0.87$ rather than to $0.89^3\approx0.70$. Then (\ref{inv}) returns $s\approx0.97$ and $\alpha^2\approx0.96$, so for real ions it assigns most of the expansion to delocalisation.

This part has found the ligand terms that the fourth-power rule omits, and has shown that repulsion spacings alone cannot separate $s$ from $\alpha_t^4$, while adding $\langle r^{-3}\rangle$ separates them only under uniform radial scaling and the other assumptions of (\ref{inv}). What remains is to put numbers to the rule, its corrections and the separation.

All numerical values are calculated from the stated model.
